# Latter's tail correction: a useful potential without a parent energy functional: verification in Python

```python
"""
Latter's tail correction, tested on beryllium (Hartree atomic units).

Result under test: v_L = min(v, -(Z-N+1)/r), with v the exchange-only LDA
Kohn-Sham potential, has a -1/r tail and a Rydberg series, but
  (a) the work of its exchange part between two densities depends on the path,
      so it is the derivative of no density functional;
  (b) 2T + V = integral of n r d(v_L - v)/dr, which is not zero;
  (c) its slope jumps at the crossing radius r0, and so does u''' of an s orbital.
Symbols: u = r R(r) radial orbital, rho = 4 pi r^2 n radial density,
W = r v(r), U = r v_H(r), T kinetic energy, V total potential energy.
"""
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import legendre
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma, gammainc, gammaincc

EV = physical_constants["Hartree energy in eV"][0]
Z = 4
N = 4
TAIL = -(Z - N + 1.0)
DEGREE, INNER, OUTER, RMAX = 12, 4, 14, 300.0

# Gauss-Lobatto nodes, weights and differentiation matrix on [-1, 1]
coef = np.zeros(DEGREE + 1)
coef[-1] = 1.0
X = np.concatenate(([-1.0], np.sort(legendre.legroots(legendre.legder(coef)).real), [1.0]))
PX = legendre.legval(X, coef)
WX = 2.0 / (DEGREE * (DEGREE + 1) * PX**2)
gap = X[:, None] - X[None, :] + np.eye(DEGREE + 1)
D = PX[:, None] / PX[None, :] / gap
np.fill_diagonal(D, 0.0)
D[0, 0] = -DEGREE * (DEGREE + 1) / 4.0
D[-1, -1] = DEGREE * (DEGREE + 1) / 4.0


def build_mesh(r0):
    """Spectral elements on [0, RMAX] with an element edge at r0."""
    inner = r0 * (np.arange(INNER + 1) / INNER) ** 2
    outer = r0 * (RMAX / r0) ** (np.arange(1, OUTER + 1) / OUTER)
    edges = np.concatenate((inner, outer))
    half = np.diff(edges) / 2
    idx = np.arange(len(half))[:, None] * DEGREE + np.arange(DEGREE + 1)
    size = len(half) * DEGREE + 1
    r = np.zeros(size)
    r[idx] = edges[:-1, None] + half[:, None] * (X + 1)
    weight = np.zeros(size)
    np.add.at(weight, idx, half[:, None] * WX)
    stiff = np.zeros((size, size))
    local = D.T @ (WX[:, None] * D)
    for e in range(len(half)):
        stiff[np.ix_(idx[e], idx[e])] += local / half[e]
    safe = r.copy()
    safe[0] = 1.0  # every integrand used here vanishes at the origin
    return SimpleNamespace(r=r, safe=safe, weight=weight, stiff=stiff, half=half, idx=idx)


def s_states(W, m, count):
    """Lowest s levels of the potential W/r."""
    root = np.sqrt(m.weight[1:-1])
    H = 0.5 * m.stiff[1:-1, 1:-1] / np.outer(root, root)
    H[np.diag_indices_from(H)] += W[1:-1] / m.r[1:-1]
    energy, vec = eigh(H, subset_by_index=[0, count - 1])
    u = np.zeros((len(m.r), count))
    u[1:-1] = vec / root[:, None]
    return energy, u


def scf(m, latter):
    """Self-consistent 1s2 2s2 atom, with or without Latter's rule."""
    W = -1.0 - (Z - 1) * np.exp(-m.r)
    for _ in range(500):
        energy, u = s_states(W, m, 2)
        rho = 2 * (u**2).sum(axis=1)
        U = np.zeros_like(rho)
        U[-1] = N
        source = (m.weight * rho / m.safe)[1:-1] - m.stiff[1:-1, -1] * N
        U[1:-1] = np.linalg.solve(m.stiff[1:-1, 1:-1], source)
        vx = -np.cbrt(3 * rho / (4 * np.pi * m.safe**2) / np.pi)
        W_lda = -Z + U + m.r * vx
        target = np.minimum(W_lda, TAIL) if latter else W_lda
        if np.sum(m.weight * rho * np.abs(target - W)) < 1e-9:
            break
        W = W + 0.4 * (target - W)
    else:
        raise AssertionError("self-consistency not reached")
    T = sum(u[:, k] @ m.stiff @ u[:, k] for k in range(2))
    V = np.sum(m.weight * rho * (-Z / m.safe + 0.5 * U / m.safe + 0.75 * vx))
    return SimpleNamespace(energy=energy, u=u, rho=rho, W=target, W_lda=W_lda, T=T, V=V)


def virial_integral(W, rho, m):
    """Integral of rho * r * dv/dr for v = W/r, element by element."""
    dW = (W[m.idx] @ D.T) / m.half[:, None]
    integrand = rho[m.idx] * (dW - W[m.idx] / m.safe[m.idx])
    return np.sum(m.half[:, None] * WX * integrand)


# Move the element edge onto the self-consistent crossing radius by Newton steps
r0 = 1.8
for _ in range(10):
    mesh = build_mesh(r0)
    lat = scf(mesh, True)
    edge = INNER * DEGREE
    slope_h = (D[-1] @ lat.W_lda[mesh.idx[INNER - 1]]) / mesh.half[INNER - 1]
    step = (lat.W_lda[edge] - TAIL) / slope_h
    if abs(step) < 1e-8:
        break
    r0 -= step
else:
    raise AssertionError("crossing radius not converged")
lda = scf(mesh, False)
above = lat.W_lda > TAIL
assert np.count_nonzero(above[1:] != above[:-1]) == 1  # a single crossing

# Virial relations
defect_lda = 2 * lda.T + lda.V
defect = 2 * lat.T + lat.V
tail_integral = virial_integral(lat.W - lat.W_lda, lat.rho, mesh)
orbital_virial = virial_integral(lat.W, lat.rho, mesh)
assert abs(defect_lda) < 1e-6
assert abs(defect - tail_integral) < 1e-6
assert abs(2 * lat.T - orbital_virial) < 1e-6
assert abs(defect) > 1e-3

# The Latter orbitals do not minimize the LDA energy
excess = (lat.T + lat.V) - (lda.T + lda.V)
scaling_gain = defect**2 / (4 * lat.T)
assert excess >= scaling_gain > 1e-8

# Kink of the potential and jump of the third derivative of the 2s orbital
left, right = mesh.idx[INNER - 1], mesh.idx[INNER]
hl, hr = mesh.half[INNER - 1], mesh.half[INNER]
slope_left = (D[-1] @ lat.W[left]) / hl / r0 - lat.W[edge] / r0**2
slope_right = (D[0] @ lat.W[right]) / hr / r0 - lat.W[edge] / r0**2
D3 = D @ D @ D


def third_derivative_jump(u):
    return (D3[0] @ u[right]) / hr**3 - (D3[-1] @ u[left]) / hl**3


u2s = lat.u[:, 1] * np.sign(lat.u[edge, 1])
jump_seen = third_derivative_jump(u2s)
jump_formula = 2 * u2s[edge] * (slope_right - slope_left)
jump_control = third_derivative_jump(lda.u[:, 1])
assert abs(slope_right - 1 / r0**2) < 1e-6
assert slope_left - slope_right > 1e-2
assert abs(jump_seen - jump_formula) < 0.02 * abs(jump_formula)
assert abs(jump_control) < 0.02 * abs(jump_formula)

# Rydberg series with the tail, finite number of s levels without it
levels = s_states(lat.W, mesh, 9)[0]
assert levels[-1] < 0
numbers = np.arange(1, 10)
quantum_defect = numbers - 1 / np.sqrt(-2 * levels)
line = np.polyfit(levels[4:6], quantum_defect[4:6], 1)
ritz_prediction = np.polyval(line, levels[8])
assert abs(ritz_prediction - quantum_defect[8]) < 1e-3
assert abs(quantum_defect[8] - quantum_defect[7]) < 5e-3
lda_levels = s_states(lda.W, mesh, 9)[0]
lda_count = int(np.sum(lda_levels < 0))
A = 0.5 * mesh.stiff + np.diag(mesh.weight * lda.W / mesh.safe)
zero_energy = np.ones(len(mesh.r))
zero_energy[0] = 0.0
zero_energy[1:-1] = np.linalg.solve(A[1:-1, 1:-1], -A[1:-1, -1])
end_slope = (D[-1] @ zero_energy[mesh.idx[-1]]) / mesh.half[-1]
assert end_slope > 0  # no further node, hence no further level, beyond RMAX
assert lda_count < 9

# Model densities: core, valence shell, contracted shell, expanded shell
ZETA = np.array([3.7, 0.95, 1.2, 0.7])
POWER = np.array([3, 5, 5, 5])[:, None]


def model(r, p, q, scale=1.0):
    """p, q: electrons moved from the valence to the contracted, expanded shell."""
    r = np.atleast_1d(r)
    k = 2 * scale * ZETA[:, None]
    x = k * r
    shape = k * x ** (POWER - 1) * np.exp(-x) / gamma(POWER)
    U = gammainc(POWER, x) + x / (POWER - 1) * gammaincc(POWER - 1, x)
    charge = np.array([2.0, 2.0 - p - q, p, q])
    rho = charge @ shape
    r_drho = charge @ (shape * (POWER - 1 - x))
    vx = -np.cbrt(3 * rho / (4 * np.pi * r**2) / np.pi)
    v_tail = (N - 1 - charge @ U) / r
    return SimpleNamespace(rho=rho, r_drho=r_drho, vx=vx, v_tail=v_tail,
                           vL=np.minimum(vx, v_tail),
                           change=np.array([shape[2] - shape[1], shape[3] - shape[1]]))


GX, GW = legendre.leggauss(50)


def model_grid(p, q):
    def difference(r):
        f = model(r, p, q)
        return float((f.vx - f.v_tail)[0])
    rc = brentq(difference, 0.8, 8.0, xtol=1e-13)
    edges = np.array([0.0, rc, rc + 6, rc + 18, rc + 45])
    half = np.diff(edges)[:, None] / 2
    return rc, (edges[:-1, None] + half * (GX + 1)).ravel(), (half * GW).ravel()


def force(p, q):
    """Rows: Latter, LDA exchange. Columns: work per electron moved in p, q."""
    _, r, w = model_grid(p, q)
    f = model(r, p, q)
    return np.array([f.change @ (w * f.vL), f.change @ (w * f.vx)])


def curl(p, q):
    rc, r, w = model_grid(p, q)
    change = model(r, p, q).change
    Q = change @ (w * (r < rc))
    a = change @ (w * (r > rc) / r)
    return a[0] * Q[1] - a[1] * Q[0]


def scaling_energy(p, q):
    """Energies from the scaling formula (Latter, LDA), and the LDA energy itself."""
    _, r, w = model_grid(p, q)
    f = model(r, p, q)
    g = w * (f.rho + f.r_drho)
    return np.array([g @ f.vL, g @ f.vx, 0.75 * (w * f.rho) @ f.vx])


tx, tw = legendre.leggauss(20)
tx, tw = (tx + 1) / 2, tw / 2
path1 = sum(w * (force(t, 0)[:, 0] + force(1, t)[:, 1]) for t, w in zip(tx, tw))
path2 = sum(w * (force(0, t)[:, 1] + force(t, 1)[:, 0]) for t, w in zip(tx, tw))
sx, sw = legendre.leggauss(10)
sx, sw = (sx + 1) / 2, sw / 2
curl_area = sum(wp * wq * curl(p, q) for p, wp in zip(sx, sw) for q, wq in zip(sx, sw))
start, end = scaling_energy(0, 0), scaling_energy(1, 1)
candidate, _, lda_change = end - start
assert abs(start[1] - start[2]) < 1e-7 and abs(end[1] - end[2]) < 1e-7
assert abs(path1[1] - lda_change) < 1e-6 and abs(path2[1] - lda_change) < 1e-6
assert abs((path1[0] - path2[0]) - curl_area) < 1e-6
assert abs(path1[0] - path2[0]) > 1e-3
probe = np.linspace(0.2, 6, 40)
assert np.allclose(model(probe, 0.3, 0.4, 2.0).vL, 2 * model(2 * probe, 0.3, 0.4).vL,
                   rtol=1e-10, atol=1e-12)

outside = N - np.sum(mesh.half[:INNER, None] * WX * lat.rho[mesh.idx[:INNER]])
far = int(np.argmin(np.abs(mesh.r - 10)))
print(f"Beryllium: Z = {Z}, N = {N}, box radius = {RMAX:.0f} bohr")
print(f"crossing radius r0 = {r0:.5f} bohr")
print(f"electrons outside r0 (Latter) = {outside:.4f}")
print(f"at r = {mesh.r[far]:.3f} bohr: r*v LDA = {lda.W[far]:.5f}, Latter = {lat.W[far]:.5f} hartree bohr")
print(f"slope of v_L just inside r0 = {slope_left:.5f} hartree/bohr")
print(f"slope of v_L just outside r0 = {slope_right:.5f} hartree/bohr")
print(f"2s orbital u(r0) = {u2s[edge]:.5f} bohr^-1/2")
print(f"jump of u''' from orbital = {jump_seen:.5f} bohr^-7/2")
print(f"jump of u''' from formula = {jump_formula:.5f} bohr^-7/2")
for name, s in (("LDA", lda), ("Latter", lat)):
    print(f"{name}: eps_1s = {s.energy[0]:.5f}, eps_2s = {s.energy[1]:.5f} hartree")
    print(f"{name}: T = {s.T:.6f}, V = {s.V:.6f}, T+V = {s.T + s.V:.6f} hartree")
print(f"2T+V, LDA = {defect_lda:.1e} hartree")
print(f"2T+V, Latter = {defect:.6f} hartree = {defect * EV:.4f} eV")
print(f"tail integral of n r d(v_L-v)/dr = {tail_integral:.6f} hartree")
print(f"2T, Latter = {2 * lat.T:.6f} hartree")
print(f"integral of n r dv_L/dr = {orbital_virial:.6f} hartree")
print(f"LDA energy excess of Latter orbitals = {excess:.6f} hartree = {excess * EV:.4f} eV")
print(f"part recovered by scaling alone = {scaling_gain:.3e} hartree")
print(f"number of bound s levels, LDA potential = {lda_count}")
for n in range(2, 10):
    print(f"Latter {n}s: energy = {levels[n - 1]:.6f} hartree, quantum defect = {quantum_defect[n - 1]:.5f}")
print(f"9s quantum defect predicted from 5s and 6s = {ritz_prediction:.5f}")
print("Model exponents (core, valence, contracted, expanded) =", ZETA, "1/bohr")
print(f"model r0: start = {model_grid(0, 0)[0]:.4f}, end = {model_grid(1, 1)[0]:.4f} bohr")
print(f"Latter work, contracted shell filled first = {path1[0]:.6f} hartree")
print(f"Latter work, expanded shell filled first = {path2[0]:.6f} hartree")
print(f"path difference = {path1[0] - path2[0]:.6f} hartree = {(path1[0] - path2[0]) * EV:.4f} eV")
print(f"path difference from curl formula = {curl_area:.6f} hartree")
print(f"change of the sole candidate energy = {candidate:.6f} hartree")
print(f"LDA work, contracted first = {path1[1]:.6f} hartree")
print(f"LDA work, expanded first = {path2[1]:.6f} hartree")
print(f"change of LDA exchange energy = {lda_change:.6f} hartree")
print("success")
```

It prints:

```
Beryllium: Z = 4, N = 4, box radius = 300 bohr
crossing radius r0 = 2.00518 bohr
electrons outside r0 (Latter) = 1.4781
at r = 10.190 bohr: r*v LDA = -0.06402, Latter = -1.00000 hartree bohr
slope of v_L just inside r0 = 0.43002 hartree/bohr
slope of v_L just outside r0 = 0.24871 hartree/bohr
2s orbital u(r0) = 0.57372 bohr^-1/2
jump of u''' from orbital = -0.20805 bohr^-7/2
jump of u''' from formula = -0.20805 bohr^-7/2
LDA: eps_1s = -3.79318, eps_2s = -0.17003 hartree
LDA: T = 14.223291, V = -28.446582, T+V = -14.223291 hartree
Latter: eps_1s = -3.87025, eps_2s = -0.25763 hartree
Latter: T = 14.034347, V = -28.248787, T+V = -14.214439 hartree
2T+V, LDA = -3.0e-11 hartree
2T+V, Latter = -0.180092 hartree = -4.9006 eV
tail integral of n r d(v_L-v)/dr = -0.180092 hartree
2T, Latter = 28.068694 hartree
integral of n r dv_L/dr = 28.068694 hartree
LDA energy excess of Latter orbitals = 0.008851 hartree = 0.2409 eV
part recovered by scaling alone = 5.777e-04 hartree
number of bound s levels, LDA potential = 2
Latter 2s: energy = -0.257628 hartree, quantum defect = 0.60688
Latter 3s: energy = -0.086715 hartree, quantum defect = 0.59875
Latter 4s: energy = -0.043168 hartree, quantum defect = 0.59667
Latter 5s: energy = -0.025778 hartree, quantum defect = 0.59584
Latter 6s: energy = -0.017118 hartree, quantum defect = 0.59542
Latter 7s: energy = -0.012189 hartree, quantum defect = 0.59518
Latter 8s: energy = -0.009119 hartree, quantum defect = 0.59504
Latter 9s: energy = -0.007078 hartree, quantum defect = 0.59494
9s quantum defect predicted from 5s and 6s = 0.59494
Model exponents (core, valence, contracted, expanded) = [3.7  0.95 1.2  0.7 ] 1/bohr
model r0: start = 1.7834, end = 1.8635 bohr
Latter work, contracted shell filled first = 0.008781 hartree
Latter work, expanded shell filled first = 0.003162 hartree
path difference = 0.005619 hartree = 0.1529 eV
path difference from curl formula = 0.005619 hartree
change of the sole candidate energy = -0.036616 hartree
LDA work, contracted first = 0.007767 hartree
LDA work, expanded first = 0.007767 hartree
change of LDA exchange energy = 0.007767 hartree
success
```
